# Referee comment on modal gain and the power confinement factor: a program that tests the result

```python
"""Modal gain of a waveguide: G = Gamma * g, to first order in material gain g.
Result under test:
  Gamma = n_a eps0 c int_active |E|^2 / Re int (E x H*)_z = (n_g / N_a) * f
  f     = int_active n N |E|^2 / int n N |E|^2   (never above one)
n: refractive index, N = n + omega dn/domega: material group index,
n_g: group index of the mode, suffix a: active layer, n_eff = beta / k0.
The power fraction Gamma_P is compared with the gain found by solving the
mode with a complex index. Fields vary as exp(i beta z - i omega t), so gain
means index n - i g/(2 k0). Lengths are in micrometres, k0 = omega/c.
"""
import numpy as np
from scipy.constants import c
from scipy.optimize import brentq

WAVELENGTH = 1.55
K_REF = 2 * np.pi / WAVELENGTH
G_MAT = 0.1                       # 1/um, equal to 1000 1/cm
PER_CM = 1e4                      # 1/um to 1/cm
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def propagate(psi, flux, eps, length, k0, beta, tm):
    """Carry psi and flux = q psi' through a uniform layer (q = 1 or 1/eps)."""
    q = 1 / eps if tm else 1.0
    kappa = np.sqrt(complex(eps * k0**2 - beta**2))
    cos, sin = np.cos(kappa * length), np.sin(kappa * length)
    return (psi * cos + flux / q * sin / kappa,
            flux * cos - q * psi * kappa * sin)


def indices(guide, k0, gain=0.0):
    """Layer indices, centre outwards; layer 0 is active, the last is cladding."""
    n = [n0 + (N0 - n0) * (k0 / K_REF - 1) for n0, N0, _ in guide]
    n[0] = n[0] - 1j * gain / (2 * k0) if gain else n[0]
    return n


def mismatch(n_eff, k0, guide, tm, gain=0.0):
    """Zero when an even field joins a decaying field in the cladding."""
    n, beta = indices(guide, k0, gain), n_eff * k0
    psi, flux = 1.0, 0.0
    for index, layer in zip(n[:-1], guide[:-1]):
        psi, flux = propagate(psi, flux, index**2, layer[2], k0, beta, tm)
    decay = np.sqrt(complex(beta**2 - n[-1]**2 * k0**2))
    return flux + decay * psi / (n[-1]**2 if tm else 1.0)


def real_mode(k0, guide, tm):
    """Largest effective index of the passive guide."""
    n = indices(guide, k0)
    grid = np.linspace(max(n) * (1 - 1e-9), n[-1] * (1 + 1e-9), 400)

    def func(x):
        return mismatch(x, k0, guide, tm).real
    values = [func(x) for x in grid]
    for i in range(len(grid) - 1):
        if values[i] * values[i + 1] < 0:
            return brentq(func, grid[i + 1], grid[i], xtol=1e-14, rtol=1e-14)
    raise RuntimeError("no guided mode")


def complex_root(func, start):
    """Secant search in the complex plane."""
    z0, z1 = complex(start), start * (1 + 1e-4) + 1e-4j
    f0, f1 = func(z0), func(z1)
    for _ in range(60):
        if f1 == f0:
            break
        z2 = z1 - f1 * (z1 - z0) / (f1 - f0)
        z0, f0, z1 = z1, f1, z2
        f1 = func(z1)
        if abs(z1 - z0) < 1e-13 * abs(z1):
            break
    assert abs(z1 - z0) < 1e-10 * abs(z1)
    return z1


def field_integrals(n_eff, guide, tm):
    """Per layer: int |E|^2 and the forward power 2 S_z/(eps0 c)."""
    n, beta = indices(guide, K_REF), n_eff * K_REF
    psi, flux, squares, slopes = 1.0, 0.0, [], []
    for index, (_, _, length) in zip(n[:-1], guide[:-1]):
        x, w = length * (NODES + 1) / 2, length * WEIGHTS / 2
        p, s = propagate(psi, flux, index**2, x, K_REF, beta, tm)
        derivative = s * (index**2 if tm else 1.0)
        squares.append(np.sum(w * abs(p)**2))
        slopes.append(np.sum(w * abs(derivative)**2))
        psi, flux = propagate(psi, flux, index**2, length, K_REF, beta, tm)
    decay = np.sqrt(beta**2 - (n[-1] * K_REF)**2)
    squares.append(abs(psi)**2 / (2 * decay))
    slopes.append(abs(psi)**2 * decay / 2)
    squares, slopes, eps = np.array(squares), np.array(slopes), np.array(n)**2
    if tm:
        return ((beta**2 * squares + slopes) / (K_REF * eps)**2,
                n_eff * squares / eps)
    return squares, n_eff * squares


def analyse(guide, tm):
    n_eff = real_mode(K_REF, guide, tm)
    e2, power = field_integrals(n_eff, guide, tm)
    n = np.array([layer[0] for layer in guide])
    N = np.array([layer[1] for layer in guide])
    h = 1e-4 * K_REF
    n_g = ((K_REF + h) * real_mode(K_REF + h, guide, tm)
           - (K_REF - h) * real_mode(K_REF - h, guide, tm)) / (2 * h)
    gamma = n[0] * e2[0] / power.sum()
    fraction = n[0] * N[0] * e2[0] / np.sum(n * N * e2)
    root = complex_root(
        lambda z: mismatch(z, K_REF, guide, tm, G_MAT), n_eff)
    exact = -2 * root.imag * K_REF / G_MAT
    beta = n_eff * K_REF
    k_complex = complex_root(
        lambda k: mismatch(beta / k, k, guide, tm, G_MAT), K_REF)
    time_ratio = 2 * k_complex.imag * N[0] / G_MAT   # relative to bulk rate
    assert abs(exact / gamma - 1) < 1e-3             # remainder of order g^2
    assert abs(n_g / N[0] * fraction / gamma - 1) < 1e-5
    assert abs(time_ratio / fraction - 1) < 1e-3
    assert time_ratio < 1
    return dict(n_eff=n_eff, n_g=n_g, gamma=gamma, f=fraction, exact=exact,
                gp=power[0] / power.sum(), time=time_ratio)


# Each layer: index, material group index, thickness (half for the centre one)
high = [(3.5, 3.8, 0.15), (1.45, 1.45, None)]
low = [(3.4, 3.4, 0.10), (3.2, 3.2, None)]
slot = [(1.5, 1.5, 0.025), (3.5, 3.8, 0.18), (1.45, 1.45, None)]
cases = {"High-contrast TE": (high, False), "High-contrast TM": (high, True),
         "Low-contrast TE": (low, False), "Slot TM": (slot, True)}
res = {name: analyse(*case) for name, case in cases.items()}
te, tm_, lo, sl = res.values()

assert te["exact"] > 1 and tm_["exact"] > 1
assert te["gp"] < 0.95 * te["exact"] and tm_["gp"] < 0.95 * tm_["exact"]
assert abs(lo["exact"] / lo["gp"] - 1) < 0.07
assert abs(te["exact"] / te["gp"] / (high[0][0] / te["n_eff"]) - 1) < 1e-3
assert abs(lo["exact"] / lo["gp"] / (low[0][0] / lo["n_eff"]) - 1) < 1e-3
assert sl["exact"] > sl["gp"]

print(f"Wavelength {WAVELENGTH} um; material gain {G_MAT*PER_CM:.0f} cm^-1")
print(f"High-contrast core: n {high[0][0]}, N {high[0][1]}, "
      f"width {2*high[0][2]:.2f} um, cladding {high[1][0]}")
print(f"Low-contrast core: n {low[0][0]}, width {2*low[0][2]:.2f} um, "
      f"cladding {low[1][0]}")
print(f"Slot: n {slot[0][0]}, width {2*slot[0][2]:.2f} um; rails "
      f"n {slot[1][0]}, N {slot[1][1]}, {slot[1][2]} um each")
for name, r in res.items():
    n_a = cases[name][0][0][0]
    print(f"{name}: n_eff {r['n_eff']:.4f}, n_g {r['n_g']:.4f}")
    print(f"  power fraction {r['gp']:.4f}, energy fraction f {r['f']:.4f}")
    print(f"  Gamma {r['gamma']:.4f}, complex-mode G/g {r['exact']:.4f}")
    print(f"  wrong product Gamma_P n_g/n_a {r['gp']*r['n_g']/n_a:.4f}")
    print(f"  growth rate in time / bulk rate {r['time']:.4f}")
print(f"TE n_a/n_eff: high {high[0][0]/te['n_eff']:.4f}, "
      f"low {low[0][0]/lo['n_eff']:.4f}")
print(f"Slot n_eff/n_a {sl['n_eff']/slot[0][0]:.4f}, "
      f"Gamma/Gamma_P {sl['gamma']/sl['gp']:.4f}")
for name, r in (("TE", te), ("TM", tm_)):
    print(f"High-contrast {name} modal gain: true "
          f"{r['exact']*G_MAT*PER_CM:.1f}, from power fraction "
          f"{r['gp']*G_MAT*PER_CM:.1f} cm^-1")
bulk_rate = G_MAT * 1e6 * c / high[0][1] * 1e-12
print(f"Bulk growth rate {bulk_rate:.3f} ps^-1, "
      f"TE mode {te['time']*bulk_rate:.3f} ps^-1")

# Slow light: plane wave along the period of an active/passive stack
N1, N2, D1, D2 = 3.5, 1.45, 0.08, 0.20
PERIOD = D1 + D2


def cos_bloch(k, gain=0.0):
    n1 = N1 - 1j * gain / (2 * k)
    a, b = n1 * k * D1, N2 * k * D2
    return (np.cos(a) * np.cos(b)
            - 0.5 * (n1 / N2 + N2 / n1) * np.sin(a) * np.sin(b))


def bloch_number(k, gain=0.0):
    return np.arccos(complex(cos_bloch(k, gain))) / PERIOD


def stack_gamma(k):
    """Gamma from the Bloch field, with energy fraction and group index."""
    def cell(e, de):
        return propagate(*propagate(e, de, N1**2, D1, k, 0, False),
                         N2**2, D2, k, 0, False)
    m11, m12 = cell(1.0, 0.0)[0], cell(0.0, 1.0)[0]
    e, de = m12, np.exp(1j * bloch_number(k) * PERIOD) - m11
    flow = (np.conj(e) * de).imag / k
    x1, x2 = D1 * (NODES + 1) / 2, D2 * (NODES + 1) / 2
    field1 = propagate(e, de, N1**2, x1, k, 0, False)[0]
    start2 = propagate(e, de, N1**2, D1, k, 0, False)
    field2 = propagate(*start2, N2**2, x2, k, 0, False)[0]
    i1 = np.sum(WEIGHTS * abs(field1)**2) * D1 / 2
    i2 = np.sum(WEIGHTS * abs(field2)**2) * D2 / 2
    h = 1e-6 * k
    n_g = (bloch_number(k + h) - bloch_number(k - h)).real / (2 * h)
    return N1 * i1 / PERIOD / flow, N1**2 * i1 / (N1**2 * i1 + N2**2 * i2), n_g


k_edge = brentq(lambda k: cos_bloch(k).real + 1, 0.1, 5.5, xtol=1e-14)
weak = 0.001                      # 1/um, equal to 10 1/cm
print(f"Stack: n {N1}/{N2}, layers {D1:.2f}/{D2:.2f} um, "
      f"active length fraction {D1/PERIOD:.4f}")
print(f"Stack band edge at wavelength {2*np.pi/k_edge:.4f} um; "
      f"weak gain {weak*PER_CM:.0f} cm^-1")
gammas = []
for detuning in (0.1, 0.01, 0.001):
    k = k_edge * (1 - detuning)
    gamma, f, n_g = stack_gamma(k)
    exact = -2 * bloch_number(k, weak).imag / weak
    assert abs(exact / gamma - 1) < 2e-3       # second order in gain/detuning
    assert abs(n_g * f / N1 / gamma - 1) < 1e-4
    assert f < 1
    gammas.append(gamma)
    print(f"Relative detuning {detuning}: n_g {n_g:.3f}, f {f:.4f}")
    print(f"  Gamma {gamma:.4f}, complex Bloch G/g {exact:.4f}")
assert gammas[0] < gammas[1] < gammas[2] and gammas[2] > 1
strong = -2 * bloch_number(k, G_MAT).imag / G_MAT
assert strong < 0.9 * gammas[2]
print(f"Detuning {detuning}, gain {G_MAT*PER_CM:.0f} cm^-1: "
      f"G/g {strong:.4f}")
edge1 = -2 * bloch_number(k_edge, weak).imag
edge4 = -2 * bloch_number(k_edge, 4 * weak).imag
assert abs(edge4 / edge1 - 2) < 0.02
print(f"At band edge: G {edge1*PER_CM:.1f} cm^-1 for g "
      f"{weak*PER_CM:.0f} cm^-1")
print(f"At band edge: G {edge4*PER_CM:.1f} cm^-1 for g "
      f"{4*weak*PER_CM:.0f} cm^-1, ratio {edge4/edge1:.4f}")
print("all tests passed")
```

It prints:

```
Wavelength 1.55 um; material gain 1000 cm^-1
High-contrast core: n 3.5, N 3.8, width 0.30 um, cladding 1.45
Low-contrast core: n 3.4, width 0.20 um, cladding 3.2
Slot: n 1.5, width 0.05 um; rails n 3.5, N 3.8, 0.18 um each
High-contrast TE: n_eff 3.0739, n_g 3.9470
  power fraction 0.8958, energy fraction f 0.9819
  Gamma 1.0199, complex-mode G/g 1.0199
  wrong product Gamma_P n_g/n_a 1.0102
  growth rate in time / bulk rate 0.9819
High-contrast TM: n_eff 2.6438, n_g 4.5482
  power fraction 0.8940, energy fraction f 0.8953
  Gamma 1.0716, complex-mode G/g 1.0716
  wrong product Gamma_P n_g/n_a 1.1618
  growth rate in time / bulk rate 0.8953
Low-contrast TE: n_eff 3.2348, n_g 3.2893
  power fraction 0.3032, energy fraction f 0.3294
  Gamma 0.3187, complex-mode G/g 0.3188
  wrong product Gamma_P n_g/n_a 0.2933
  growth rate in time / bulk rate 0.3295
Slot TM: n_eff 2.3239, n_g 3.3378
  power fraction 0.3902, energy fraction f 0.2734
  Gamma 0.6083, complex-mode G/g 0.6083
  wrong product Gamma_P n_g/n_a 0.8682
  growth rate in time / bulk rate 0.2734
TE n_a/n_eff: high 1.1386, low 1.0511
Slot n_eff/n_a 1.5492, Gamma/Gamma_P 1.5590
High-contrast TE modal gain: true 1019.9, from power fraction 895.8 cm^-1
High-contrast TM modal gain: true 1071.6, from power fraction 894.0 cm^-1
Bulk growth rate 7.889 ps^-1, TE mode 7.747 ps^-1
Stack: n 3.5/1.45, layers 0.08/0.20 um, active length fraction 0.2857
Stack band edge at wavelength 1.5655 um; weak gain 10 cm^-1
Relative detuning 0.1: n_g 3.420, f 0.8292
  Gamma 0.8103, complex Bloch G/g 0.8103
Relative detuning 0.01: n_g 9.259, f 0.8856
  Gamma 2.3428, complex Bloch G/g 2.3428
Relative detuning 0.001: n_g 28.762, f 0.8928
  Gamma 7.3367, complex Bloch G/g 7.3358
Detuning 0.001, gain 1000 cm^-1: G/g 4.9858
At band edge: G 581.1 cm^-1 for g 10 cm^-1
At band edge: G 1162.3 cm^-1 for g 40 cm^-1, ratio 2.0000
all tests passed
```
